\section*{Plane-wave convergence of the electron-gas correlation energy and the inverse-cube rule}

\section*{Problem}

A uniform electron gas has $N$ electrons in a closed shell without spin polarization. It fills a periodic cube of edge $L$ and volume $\Omega=L^3$, with a neutralizing background. The basis holds the $M$ spatial plane waves with $|\mathbf k|\le k_c$. Hartree atomic units are used.

\begin{enumerate}
\item From the second-order (MP2) amplitudes at large momentum, find how the correlation energy $E(M)$ approaches its limit at fixed $N$, including the coefficient.
\item Find the first correction to this law.
\item For $N=14$, estimate the $M$ that brings the basis error to 1 mHa per electron, and compare with explicit sums.
\item Decide what survives beyond second order, and relate the law to the rule that the error falls as $X^{-3}$ with the cardinal number $X$ of a Gaussian basis.
\end{enumerate}

\section*{Solution}

\subsection*{The amplitudes}

Let $i,j$ label occupied spatial orbitals. Momentum conservation fixes the two virtual orbitals once the transfer $\mathbf q$ is given:
\begin{equation}
\mathbf k_a=\mathbf k_i+\mathbf q,\qquad \mathbf k_b=\mathbf k_j-\mathbf q .
\end{equation}
The Coulomb element is $v(q)=4\pi/(\Omega q^2)$, with $v(0)=0$ because of the background. With free-particle energies and $\mathbf d=\mathbf k_i-\mathbf k_j$, the excitation energy is
\begin{equation}
D=\tfrac12\left(|\mathbf k_i+\mathbf q|^2+|\mathbf k_j-\mathbf q|^2-k_i^2-k_j^2\right)=q^2+\mathbf q\cdot\mathbf d .
\end{equation}
Exchanging $a$ and $b$ replaces $\mathbf q$ by $\mathbf q'=\mathbf k_b-\mathbf k_i=-(\mathbf q+\mathbf d)$. The closed-shell MP2 energy is
\begin{equation}
E=-\sum_{ij}\sum_{\mathbf q}\frac{v(q)\,[2v(q)-v(q')]}{D}
=-\sum_{ij}\sum_{\mathbf q}\frac{v(q)^2}{D}-\sum_{ij}\sum_{\mathbf q}\frac{v(q)[v(q)-v(q')]}{D},
\end{equation}
where $a$ and $b$ must both be unoccupied and inside the basis. The first sum comes from opposite spins, the second from equal spins.

For $q$ much larger than the occupied momenta, $D\to q^2$, and the opposite-spin amplitude becomes
\begin{equation}
t(\mathbf q)=-\frac{v(q)}{D}\;\to\;-\frac{4\pi}{\Omega q^4}.
\end{equation}
This slow decay is the momentum-space form of the cusp in the wave function where two electrons meet.

\subsection*{The leading law}

Added to its partner with $a$ and $b$ exchanged, each omitted term gives $-2[v(q)^2-v(q)v(q')+v(q')^2]/D$, which is negative, so $E(M)-E(\infty)$ is positive. To leading order the omitted terms are those with $q>k_c$. When $k_c\gg 2\pi/L$, the sum over $\mathbf q$ becomes $\Omega/(2\pi)^3$ times an integral. Each ordered pair $ij$ contributes
\begin{equation}
\frac{16\pi^2}{\Omega^2}\,\frac{\Omega}{8\pi^3}\,4\pi\int_{k_c}^{\infty}\frac{q^2\,dq}{q^6}
=\frac{8}{\Omega}\int_{k_c}^{\infty}\frac{dq}{q^4}=\frac{8}{3\Omega k_c^3}.
\end{equation}
There are $(N/2)^2$ such pairs, and the number of plane waves is
\begin{equation}
M\simeq\frac{\Omega}{8\pi^3}\,\frac{4\pi k_c^3}{3}=\frac{\Omega k_c^3}{6\pi^2}.
\end{equation}
Replacing $\Omega k_c^3$ by $6\pi^2M$ gives
\begin{equation}
E(M)-E(\infty)\simeq\frac{N^2}{4}\,\frac{8}{3\cdot 6\pi^2M}=\frac{N^2}{9\pi^2M}.
\label{eq:lead}
\end{equation}
Per electron this is $0.011258\,N/M$ hartree, or $0.3063\,N/M$ eV. The density has dropped out: at fixed orbital labels, $v^2\propto L^{-2}$ and $D\propto L^{-2}$, so their ratio does not depend on $L$.

Hartree--Fock orbital energies add exchange terms to $D$. The occupied levels shift by constants, and the shift of a virtual level falls as $k^{-2}$. The change in $D$ therefore stays bounded while $D$ grows as $q^2$, so the tail changes at relative order $k_c^{-2}$ and the coefficient in \eqref{eq:lead} remains.

\subsection*{Equal spins}

Exchanging $a$ and $b$ swaps $v(q)$ and $v(q')$ but leaves $D$ and the summation region unchanged. Averaging the two forms of the equal-spin sum gives
\begin{equation}
\sum_{\mathbf q}\frac{v(q)[v(q)-v(q')]}{D}=\frac12\sum_{\mathbf q}\frac{[v(q)-v(q')]^2}{D}.
\end{equation}
Since $q'^2-q^2=2\mathbf q\cdot\mathbf d+d^2$, the leading difference is
\begin{equation}
v(q)-v(q')=\frac{4\pi}{\Omega}\,\frac{q'^2-q^2}{q^2q'^2}\to\frac{4\pi}{\Omega}\,\frac{2\mathbf q\cdot\mathbf d}{q^4}.
\end{equation}
The angular average of $(\mathbf q\cdot\mathbf d)^2$ is $q^2d^2/3$. The tail per pair is then
\begin{equation}
\frac{32\pi^2d^2}{3\Omega^2}\,\frac{\Omega}{8\pi^3}\,4\pi\int_{k_c}^{\infty}\frac{q^2\,dq}{q^8}=\frac{16\,d^2}{15\,\Omega k_c^5}.
\end{equation}
Multiplying by $N^2/4$ and again using $\Omega k_c^3=6\pi^2M$,
\begin{equation}
\left[E(M)-E(\infty)\right]_{\text{equal spin}}\simeq\frac{2N^2\langle d^2\rangle}{45\pi^2Mk_c^2}\propto M^{-5/3},
\end{equation}
where the brackets average over occupied pairs. The Pauli principle keeps equal spins apart, so their short-range correlation needs fewer plane waves.

\subsection*{The first correction}

The basis limits the orbital momenta, not the transfer. Write $\mathbf q=q\mathbf n$. To first order in the occupied momenta, $|\mathbf k_a|\le k_c$ requires $q\le k_c-\mathbf n\cdot\mathbf k_i$, and $|\mathbf k_b|\le k_c$ requires $q\le k_c+\mathbf n\cdot\mathbf k_j$. Together they give $q\le k_c-m$, with
\begin{equation}
m=\max(\mathbf n\cdot\mathbf k_i,-\mathbf n\cdot\mathbf k_j)
=\tfrac12\,\mathbf n\cdot(\mathbf k_i-\mathbf k_j)+\tfrac12\,|\mathbf n\cdot(\mathbf k_i+\mathbf k_j)| .
\end{equation}
Over all directions the first term averages to zero. In the second, $|\cos\theta|$ averages to $1/2$, so $m$ averages to $|\mathbf k_i+\mathbf k_j|/4$. The radial integral becomes
\begin{equation}
\int_{k_c-m}^{\infty}\frac{dq}{q^4}=\frac{1}{3(k_c-m)^3}=\frac{1}{3k_c^3}\left(1+\frac{3m}{k_c}+\dots\right).
\end{equation}
The first-order term of $1/D$, which is $-\mathbf n\cdot\mathbf d/q^3$, averages to zero; its product with $m$ is of second order. Hence
\begin{equation}
E(M)-E(\infty)=\frac{N^2}{9\pi^2M}\left[1+\frac{3\langle|\mathbf k_i+\mathbf k_j|\rangle}{4k_c}+O(k_c^{-2})\right].
\label{eq:corr}
\end{equation}
At fixed $N$ and $\Omega$ the correction scales as $M^{-4/3}$.

\paragraph{A filled Fermi sphere.}
For large $N$, measure momenta in units of $k_F$. The projection $x$ of an occupied momentum on $\mathbf n$ has density $\frac34(1-x^2)$ on $[-1,1]$ and cumulative distribution $F=(2+3x-x^3)/4$. The larger of two independent projections has distribution $F^2$. Integrating by parts, and dropping odd powers of $x$,
\begin{equation}
\langle m\rangle=1-\int_{-1}^{1}F^2dx
=1-\frac1{16}\int_{-1}^{1}(4+9x^2-6x^4+x^6)\,dx=1-\frac{26}{35}=\frac{9}{35}.
\end{equation}
With $k_F/k_c=(N/2M)^{1/3}$, the error per electron is
\begin{equation}
\frac{1}{9\pi^2}\,\frac NM\left[1+\frac{27}{35}\left(\frac{N}{2M}\right)^{1/3}+\dots\right].
\end{equation}
It depends on $N/M$ alone, so a cell with more electrons needs proportionally more plane waves for the same error per electron. This describes the large-momentum tail only. The MP2 energy per electron itself diverges as $N\to\infty$: at small $q$ the allowed pairs supply a factor $q^2$ and $D\propto q$, so the integrand behaves as $q^2\cdot q^{-4}\cdot q^2/q=1/q$, which gives a logarithm. For this reason $N$ is kept finite here.

\subsection*{Fourteen electrons}

In units of $2\pi/L$ the occupied vectors are $0$ and the six unit vectors along the axes. Among the 49 ordered pairs, $|\mathbf k_i+\mathbf k_j|$ equals 1 for 12 pairs, 2 for 6, $\sqrt2$ for 24, and 0 for the other 7. Its mean is
\begin{equation}
\frac{12+12+24\sqrt2}{49}=1.1825 .
\end{equation}
The leading estimate for 1 mHa per electron is
\begin{equation}
M=\frac{14\times0.011258}{0.001}\approx158 .
\end{equation}
The table compares errors per electron in mHa. ``Leading'' is \eqref{eq:lead} and ``corrected'' is \eqref{eq:corr}, with $k_c$ computed from the actual count as $(3M/4\pi)^{1/3}$. The sums use free-particle denominators. (With Hartree--Fock denominators, including the Madelung shift $-2.837/L$ of the occupied levels, the limit depends on density: about $-35.7$ mHa per electron at $r_s=1$ and $-18.3$ mHa at $r_s=5$, with the 1 mHa target met at $M=251$ and $M=203$.) The computed error is measured from the free-particle second-order limit, $-48.936$ mHa ($-1.3316$ eV) per electron. That limit is the explicit sum at $M=462781$ lowered by a remainder of $0.35\ \mu$Ha per electron taken from the tail formulas.

\begin{center}
\begin{tabular}{rrrrr}
cutoff & $M$ & computed & leading & corrected\\
\hline
3 & 123 & 2.376 & 1.281 & 1.650\\
4 & 257 & 0.893 & 0.613 & 0.751\\
6 & 925 & 0.211 & 0.170 & 0.195\\
10 & 4169 & 0.042 & 0.038 & 0.041\\
20 & 33401 & 0.0050 & 0.0047 & 0.0049
\end{tabular}
\end{center}

The first full shell above the estimate, $M=171$, still has an error of 1.45 mHa. The target is first met at $M=251$, so the leading law gives the right size but is low by a factor of about 1.6. Here $k_c$ is less than four times the largest occupied momentum, and the higher terms in $1/k_c$ are not small.

Energy differences between two explicit sums test the tail without an assumed limit. From cutoff 20 to 48, the opposite-spin change is 1.052 times the leading prediction and 1.005 times the corrected one. If the momentum transfer is cut off instead of the orbitals, the leading law alone gives a ratio of 1.001. This confirms that the first correction comes from the orbital boundary. With Hartree--Fock denominators at $r_s=1$ the corrected ratio is again 1.005.

The law also supports extrapolation. Eliminating the $1/M$ term between $M=925$ and $M=4169$ gives
\begin{equation}
\frac{4169(-48.8940)-925(-48.7255)}{4169-925}\approx-48.942\ \text{mHa per electron}.
\end{equation}
The remaining error is $-0.006$ mHa, against $+0.042$ mHa in the larger sum itself. The result is slightly too low because the error falls somewhat faster than $1/M$ at these sizes.

\subsection*{Beyond second order}

Two electrons in a singlet with zero total momentum can be treated without perturbation theory. Their state is a sum of pairs $(\mathbf k,-\mathbf k)$ with coefficients $c_{\mathbf k}$, normalized to $\sum|c_{\mathbf k}|^2=1$, and
\begin{equation}
k^2c_{\mathbf k}+\sum_{\mathbf k'}v(|\mathbf k-\mathbf k'|)\,c_{\mathbf k'}=E\,c_{\mathbf k}.
\end{equation}
At large $q$ the energy $E$ is negligible beside $q^2$. The weight in the sum lies at small $\mathbf k'$, where $v(|\mathbf q-\mathbf k'|)\approx v(q)$. Therefore
\begin{equation}
c_{\mathbf q}\simeq-\frac{v(q)A}{q^2},\qquad A=\sum_{\mathbf k}c_{\mathbf k}.
\end{equation}
Adding such a wave to the basis lowers the energy by $v(q)^2A^2/q^2$ to leading order, which is $A^2$ times the MP2 term. The wave function at zero separation is proportional to $A$, and $A=1$ without correlation. Thus $A^2$ is the contact pair density relative to the uncorrelated state. The power $1/M$ survives, with its coefficient multiplied by $A^2$.

At $r_s=1$, diagonalization in 33401 plane waves gives $A^2=0.603$. The energy change between $M=4169$ and $M=33401$ is 0.602 times the leading MP2 prediction. The agreement is meaningful only to about 2\%, because $A$ itself converges slowly: the omitted coefficients sum to $-A\,(4\pi/\Omega)(\Omega/8\pi^3)(4\pi/k_c)=-2A/(\pi k_c)$, about $-1\%$ of $A$ at this cutoff ($k_c\approx62$ bohr$^{-1}$), so the complete-basis value of $A^2$ is near 0.59. For more electrons I expect the opposite-spin contact density to play the same role, but this is not shown here. Auxiliary-field Monte Carlo in a finite plane-wave basis samples the same truncated Hamiltonian, so this basis error remains even when its statistical error is negligible.

\subsection*{The cardinal-number rule}

For plane waves, define $X=k_cL/2\pi$. Then $M\simeq4\pi X^3/3$, and \eqref{eq:lead} becomes $N^2/(12\pi^3X^3)$: the two laws are the same statement.

For an atom, a shell $n$ with angular momenta $0,\dots,n-1$ holds $n^2$ functions. Filling the shells up to $X$ gives
\begin{equation}
M=\sum_{n=1}^{X}n^2=\frac{X(X+1)(2X+1)}6=\frac{X^3}{3}\left(1+\frac{3}{2X}+\frac{1}{2X^2}\right).
\end{equation}
If each shell refines the resolved length $h$ as $1/X$ throughout the region holding the electrons, the unresolved cusp energy scales as $h^3\propto X^{-3}$, as $k_c^{-3}$ does above. This is a scaling argument for balanced sets, not a proof for every Gaussian family.

The cc-pV$X$Z sets for helium have these counts: 14, 30 and 55 functions for $X=3,4,5$. (For neon the count runs to shell $X+1$: 14, 30, 55 and 91 functions for $X=2,\dots,5$.) The MP2 energies are $-33.138$, $-35.478$ and $-36.407$ mHa. The step from $X=3$ to 4, $-2.340$ mHa, predicts the next step:
\begin{align}
\text{from }1/M:&\quad -2.340\,\frac{1/30-1/55}{1/14-1/30}=-0.931\ \text{mHa},\\
\text{from }X^{-3}:&\quad -2.340\,\frac{1/64-1/125}{1/27-1/64}=-0.833\ \text{mHa}.
\end{align}
The computed step is $-0.929$ mHa. Counting functions reproduces it within 1\%, while the inverse cube is about 10\% too small in magnitude. At $X=4$ the bracket in the count is still 1.41, so $1/M$ and $X^{-3}$ have not yet merged. This does not make $1/M$ the better rule, and the 1\% agreement is not typical even for helium: with the $X=2$ energy, $-25.828$ mHa for 5 functions, the step from $X=2$ to 3 predicts $-2.166$ mHa from $1/M$ and $-1.779$ mHa from $X^{-3}$ for the step from 3 to 4, which are 7\% and 24\% smaller in magnitude than the computed $-2.340$ mHa. At larger $X$ the order reverses. With $-36.807$ mHa for $X=6$ (91 functions), the step from 5 to 6 is $-0.40$ mHa, against $-0.44$ mHa from $1/M$ and $-0.41$ mHa from $X^{-3}$. The basis-set limit is $-37.377$ mHa, 0.97 mHa below the $X=5$ value; two-point extrapolation from $X=4,5$ gives $-37.381$ mHa with $X^{-3}$ and $-37.521$ mHa with $1/M$. The two rules share their asymptotic power, but at these small $X$ they differ by more than 0.1 mHa, and neither is uniformly better.

\section*{Computed results}
\begin{verbatim}
leading coefficient 1/(9 pi^2): 0.011258 Ha = 0.3063 eV
N=14: mean |ki+kj| = 1.1825, mean |ki-kj|^2 = 1.7143 (box units)
opposite-spin tail, computed/predicted (dimensionless):
  kc=15: leading 1.0703, corrected 1.0093, q-cutoff 1.0016, HF gaps 1.0086
  kc=20: leading 1.0521, corrected 1.0054, q-cutoff 1.0009, HF gaps 1.0050
  kc=30: leading 1.0359, corrected 1.0027, q-cutoff 1.0005, HF gaps 1.0025
same-spin tail, computed/predicted, kc=20: 1.0587
same-spin tail, computed/predicted, kc=30: 1.0388
largest sum: M=462781, E = -48.93602 mHa/electron
remainder added: 0.347 microHa/electron
MP2 limit: -48.9364 mHa/electron = -1.33163 eV/electron
kc, M, energy, true error, leading, corrected (mHa/electron):
   3    123  -46.5607   2.3757   1.2814   1.6497
   4    257  -48.0435   0.8928   0.6133   0.7512
   6    925  -48.7255   0.2109   0.1704   0.1954
  10   4169  -48.8940   0.0424   0.0378   0.0412
  20  33401  -48.9314   0.0050   0.0047   0.0049
  30 113081  -48.9349   0.0014   0.0014   0.0014
power p in error ~ M^-p, kc=10 to 30: 1.0248
two-point 1/M limit from kc=6,10: -48.9421 mHa/electron, error -0.0057
leading estimate of M for 1 mHa/electron: 157.6 (M/N = 11.26)
next full shell M=171: true error 1.4497 mHa/electron
smallest full-shell M that reaches 1 mHa/electron: 251
N=38: corrected tail ratio at kc=16: 1.0174
Fermi-sphere boundary shift: 0.257143 kF (9/35 = 0.257143)
two electrons, rs=1.0 bohr, box edge 2.0310 bohr:
  kc=10, M=4169: exact-in-basis E = -19.46714 mHa
  kc=20, M=33401: exact-in-basis E = -19.47283 mHa
  contact pair-density ratio A^2 = 0.6033
  energy change / leading MP2 change = 0.6019
  amplitude at q=10: -1.2623e-06, predicted -1.2720e-06
helium MP2, cc-pVXZ: X, functions M, correlation energy (mHa):
  2   5 -25.8283
  3  14 -33.1376
  4  30 -35.4780
  5  55 -36.4065
  step X=4 to 5: computed -0.9285, from 1/M -0.9309, from X^-3 -0.8335 mHa
\end{verbatim}
